**Breit orbit-orbit energy and first retardation correction for two hydrogen atoms**

The program tests the long-range energy E(R) = −C6/R⁶ + α²W4/R⁴ + …, where R is the internuclear distance, α the fine-structure constant and C6 the London coefficient. W4 is computed from the oscillator strengths f and excitation energies ω of hydrogen as ½ Σ f_m f_n/(ω_m + ω_n). The program asserts that the retarded dipole field, expanded symbolically, contains the Breit tensor at second order. It also asserts that diagonalizing two truncated atoms coupled by the Coulomb and Breit operators reproduces the double sum. A finite-difference polarizability integrated over frequency must agree with the Sturmian values of W4 and C6 to within 0.0001 hartree a0⁴ and 0.002 hartree a0⁶. The output gives W4 = 0.462807 hartree a0⁴, or 0.925613 Ry a0⁴. It also compares the London, α² and α³ terms with the full retarded dipole energy at 10, 20 and 50 a0.

## Numerical verification

```python
"""
Result under test: for two ground-state hydrogen atoms at distance R,
  E(R) = -C6/R^6 + alpha^2 W4/R^4 + ...,
  W4 = (1/2) sum_mn f_m f_n/(w_m + w_n) = (1/pi) int_0^inf w^2 a(iw)^2 dw,
where the alpha^2 term comes from the Breit orbit-orbit operator and equals the
first retardation correction of the dipole-dipole dispersion energy.
Symbols (Hartree atomic units): alpha = fine-structure constant, a(iw) = dipole
polarizability at imaginary frequency, f_m = oscillator strengths,
w_m = excitation energies, n = unit vector between the atoms.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure as alpha
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.special import genlaguerre, roots_laguerre


def hydrogen_spectrum(size):
    """Pseudo-spectrum (w, f) from the tridiagonal Sturmian matrix."""
    k = np.arange(size)
    diagonal = (k + 2.0) / (k + 1.0)
    off = -0.5 * np.sqrt((k[:-1] + 4.0) / (k[:-1] + 2.0))
    inverse_w, vectors = eigh_tridiagonal(diagonal, off)
    return 1 / inverse_w[::-1], vectors[0, ::-1] ** 2


def w4_sum(w, f):
    return 0.5 * np.sum(np.outer(f, f) / (w[:, None] + w[None, :]))


def c6_sum(w, f):
    g = f / w
    return 1.5 * np.sum(np.outer(g, g) / (w[:, None] + w[None, :]))


# --- Retarded dipole field, from its definition by differentiation ---
X, Y, Z = sp.symbols("X Y Z", real=True)
R, kappa = sp.symbols("R kappa", positive=True)
dist = sp.sqrt(X**2 + Y**2 + Z**2)
wave = sp.exp(-kappa * dist) / dist
field = sp.Matrix(3, 3, lambda i, j: sp.diff(wave, (X, Y, Z)[i], (X, Y, Z)[j])
                  - (kappa**2 * wave if i == j else 0))
field = field.subs({X: 0, Y: 0}).subs(Z, R).applyfunc(sp.simplify)
nn = sp.diag(0, 0, 1)
one = sp.eye(3)
breit_expansion = (3 * nn - one) / R**3 - kappa**2 * (one + nn) / (2 * R)
for i in range(3):
    for j in range(3):
        low = sp.series(field[i, j], kappa, 0, 3).removeO()
        assert sp.simplify(low - breit_expansion[i, j]) == 0
x = kappa * R
polynomial = x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3
trace = (field * field).trace()
assert sp.simplify(trace * sp.exp(2 * x) * R**6 - 2 * polynomial) == 0
t = sp.symbols("t")
damping = sp.exp(-2 * t) * (t**4 + 2 * t**3 + 5 * t**2 + 6 * t + 3)
damping_series = sp.series(damping, t, 0, 5).removeO()
assert sp.expand(damping_series - (3 - t**2 + t**4)) == 0

# --- Energy formula checked on oscillators coupled by position and velocity ---
wa, wb, g_pos, g_vel = 0.7, 1.1, 1e-3, 1e-3


def zero_point(gv):
    stiffness = np.array([[wa**2, -g_pos], [-g_pos, wb**2]])
    mass = np.array([[1.0, gv], [gv, 1.0]])
    return 0.5 * np.sum(np.sqrt(eigh(stiffness, mass, eigvals_only=True)))


log_w = np.arange(-14.0, 40.0, 0.02)
freq = np.exp(log_w)
step = log_w[1] - log_w[0]
cross_integral = step * np.sum(freq**3 / (wa**2 + freq**2) / (wb**2 + freq**2))
cross_modes = 0.5 * (zero_point(g_vel) - zero_point(-g_vel))
cross_formula = g_pos * g_vel * cross_integral / np.pi
assert abs(cross_modes / cross_formula - 1) < 1e-4
assert abs(cross_integral - np.pi / (2 * (wa + wb))) < 1e-9

# --- Sturmian matrices by quadrature, length and velocity elements ---
small = 3
nodes, weights = roots_laguerre(30)
r = nodes / 2
wr = weights * np.exp(nodes) / 2
basis, slope = [], []
for k in range(small):
    laguerre = np.poly1d(genlaguerre(k, 3).coeffs)(np.poly1d([2.0, 0.0]))
    p = np.poly1d([1.0, 0.0, 0.0]) * laguerre
    basis.append(p(r) * np.exp(-r))
    slope.append((p.deriv()(r) - p(r)) * np.exp(-r))
basis, slope = np.array(basis), np.array(slope)
u0 = 2 * r * np.exp(-r)
overlap = (basis * wr) @ basis.T
excitation = 0.5 * (slope * wr) @ slope.T
excitation += (basis * wr * (1 / r**2 - 1 / r + 0.5)) @ basis.T
w_quad, vec = eigh(excitation, overlap)
length = vec.T @ (basis @ (wr * r * u0)) / np.sqrt(3)
velocity = vec.T @ (basis @ (wr * u0)) / np.sqrt(3)
w_small, f_small = hydrogen_spectrum(small)
assert np.allclose(velocity, w_quad * length, atol=1e-9)
assert np.allclose(w_quad, w_small, atol=1e-9)
assert np.allclose(2 * w_quad * length**2, f_small, atol=1e-9)

# --- Two coupled atoms diagonalized with the Breit operator included ---
dim = 1 + 3 * small
h_atom = np.zeros((dim, dim))
pos = np.zeros((3, dim, dim), complex)
mom = np.zeros((3, dim, dim), complex)
for m in range(small):
    for c in range(3):
        s = 1 + 3 * m + c
        h_atom[s, s] = w_quad[m]
        pos[c, s, 0] = pos[c, 0, s] = length[m]
        mom[c, s, 0] = 1j * velocity[m]
        mom[c, 0, s] = -1j * velocity[m]
axis = np.array([1.0, 2.0, 2.0]) / 3
axis2 = np.outer(axis, axis)
R_test, strength = 20.0, 0.01
h_free = np.kron(h_atom, np.eye(dim)) + np.kron(np.eye(dim), h_atom)
coulomb = np.zeros((dim**2, dim**2), complex)
breit = np.zeros((dim**2, dim**2), complex)
for i in range(3):
    for j in range(3):
        delta = float(i == j)
        coulomb += (delta - 3 * axis2[i, j]) / R_test**3 * np.kron(pos[i], pos[j])
        breit -= (delta + axis2[i, j]) / (2 * R_test) * np.kron(mom[i], mom[j])


def ground(scale):
    return np.linalg.eigvalsh(h_free + coulomb + scale * breit)[0]


w4_diag = (ground(strength) - ground(-strength)) / (2 * strength) * R_test**4
w4_small = w4_sum(w_small, f_small)
assert abs(w4_diag / w4_small - 1) < 1e-5

# --- Spin-spin R^-3 term: zero in the singlet and in the spin average ---
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_spin = sum(np.kron(q, q) for q in pauli) / 4
spin_spin = spin_spin - 3 * np.kron(pauli[2], pauli[2]) / 4
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
assert abs(singlet @ spin_spin @ singlet) < 1e-14
assert abs(np.trace(spin_spin)) < 1e-14

# --- Converged hydrogen values ---
w, f = hydrogen_spectrum(200)
W4, C6 = w4_sum(w, f), c6_sum(w, f)
polar0 = np.sum(f / w**2)
assert abs(W4 - w4_sum(*hydrogen_spectrum(400))) < 1e-8
assert abs(np.sum(f) - 1) < 1e-12 and abs(polar0 - 4.5) < 1e-10
assert abs(W4 - 0.4628) < 5e-5
w2, f2 = hydrogen_spectrum(2)
assert np.allclose(w2, [2 / 5, 1]) and np.allclose(f2, [2 / 3, 1 / 3])
assert abs(w4_sum(w2, f2) - 13 / 28) < 1e-12

# --- Finite-difference polarizability, integrated over frequency ---
h = 0.01
grid = h * np.arange(1, 4001)
source = 2 * grid**2 * np.exp(-grid)
band = np.zeros((3, grid.size), complex)
band[0, 1:] = band[2, :-1] = -0.5 / h**2
diag_real = 1 / h**2 + 1 / grid**2 - 1 / grid + 0.5
gl_x, gl_w = np.polynomial.legendre.leggauss(80)
tau = 0.5 * (gl_x + 1)
W4_grid = C6_grid = 0.0
for point, weight in zip(tau, 0.5 * gl_w):
    omega = point / (1 - point)
    band[1] = diag_real + 1j * omega
    response = solve_banded((1, 1), band, source)
    a_grid = 2 / 3 * h * np.sum(source * response.real)
    jac = weight / (1 - point) ** 2
    W4_grid += jac * omega**2 * a_grid**2 / np.pi
    C6_grid += jac * 3 * a_grid**2 / np.pi
# tolerances reflect the second-order error of the radial grid
assert abs(W4_grid - W4) < 1e-4
assert abs(C6_grid - C6) < 2e-3

# --- Full retarded energy and its limit of small alpha*R ---
polar = np.sum(f / (w**2 + freq[:, None] ** 2), axis=1)


def retardation_factor(a):
    """(E R^6 + C6)/a^2 with a = alpha*R; tends to W4 for small a."""
    y = a * freq
    damp = np.exp(-2 * y) * (y**4 + 2 * y**3 + 5 * y**2 + 6 * y + 3)
    return step * np.sum(freq * polar**2 * (3 - damp)) / (np.pi * a**2)


cubic = 7 / (6 * np.pi)
a_small = 1e-3
slope_cp = (retardation_factor(a_small) - W4) / a_small
assert abs(retardation_factor(1e-4) - W4) < 1e-4
assert abs(slope_cp + cubic) < 2e-3

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"alpha^2 = {alpha**2:.6e}")
print("Pseudo-spectrum, 2x2 matrix:")
for wm, fm in zip(w2, f2):
    print(f"  w = {wm:.6f} hartree, f = {fm:.6f}")
print("Convergence: size, W4 (hartree a0^4), C6 (hartree a0^6)")
for size in (1, 2, 3, 5, 10, 20, 50, 200):
    ws, fs = hydrogen_spectrum(size)
    print(f"  {size:4d}  {w4_sum(ws, fs):.8f}  {c6_sum(ws, fs):.8f}")
print(f"static polarizability = {polar0:.6f} a0^3")
print(f"W4, radial grid + frequency integral = {W4_grid:.5f} hartree a0^4")
print(f"C6, radial grid + frequency integral = {C6_grid:.4f} hartree a0^6")
print(f"W4, coupled atoms diagonalized, size 3 = {w4_diag:.6f} hartree a0^4")
print(f"W4, double sum, size 3 = {w4_small:.6f} hartree a0^4")
print(f"W4 final = {W4:.6f} hartree a0^4 = {2 * W4:.6f} Ry a0^4")
print(f"alpha^2 W4 = {alpha**2 * W4:.5e} hartree a0^4")
print(f"7/(6 pi) = {cubic:.6f}")
print(f"slope of full retarded result at alpha R = 0.001: {slope_cp:.5f}")
for dist_R in (10.0, 20.0, 50.0):
    a = alpha * dist_R
    london = -C6 / dist_R**6
    second = alpha**2 * W4 / dist_R**4
    third = -cubic * alpha**3 / dist_R**3
    full = london + a**2 * retardation_factor(a) / dist_R**6
    assert abs(full - london - second) < abs(full - london)
    assert abs(full - london - second - third) < abs(full - london - second)
    print(f"R = {dist_R:.0f} a0, alpha R = {a:.5f}")
    print(f"  London term   {london:.6e} hartree")
    print(f"  alpha^2 term  {second:.6e} hartree")
    print(f"  alpha^3 term  {third:.6e} hartree")
    print(f"  full retarded {full:.6e} hartree")
    print(f"  full minus London {full - london:.6e} hartree")
    print(f"  alpha^2 term / |London| = {100 * second / abs(london):.4f} %")
print("all assertions hold")
```

It prints:

```
fine-structure constant alpha = 0.007297353
alpha^2 = 5.325135e-05
Pseudo-spectrum, 2x2 matrix:
  w = 0.400000 hartree, f = 0.666667
  w = 1.000000 hartree, f = 0.333333
Convergence: size, W4 (hartree a0^4), C6 (hartree a0^6)
     1  0.50000000  6.00000000
     2  0.46428571  6.48214286
     3  0.46288612  6.49844398
     5  0.46280732  6.49902535
    10  0.46280654  6.49902671
    20  0.46280654  6.49902671
    50  0.46280654  6.49902671
   200  0.46280654  6.49902671
static polarizability = 4.500000 a0^3
W4, radial grid + frequency integral = 0.46280 hartree a0^4
C6, radial grid + frequency integral = 6.4991 hartree a0^6
W4, coupled atoms diagonalized, size 3 = 0.462886 hartree a0^4
W4, double sum, size 3 = 0.462886 hartree a0^4
W4 final = 0.462807 hartree a0^4 = 0.925613 Ry a0^4
alpha^2 W4 = 2.46451e-05 hartree a0^4
7/(6 pi) = 0.371362
slope of full retarded result at alpha R = 0.001: -0.37084
R = 10 a0, alpha R = 0.07297
  London term   -6.499027e-06 hartree
  alpha^2 term  2.464508e-09 hartree
  alpha^3 term  -1.443088e-10 hartree
  full retarded -6.496695e-06 hartree
  full minus London 2.331889e-09 hartree
  alpha^2 term / |London| = 0.0379 %
R = 20 a0, alpha R = 0.14595
  London term   -1.015473e-07 hartree
  alpha^2 term  1.540317e-10 hartree
  alpha^3 term  -1.803860e-11 hartree
  full retarded -1.014087e-07 hartree
  full minus London 1.385461e-10 hartree
  alpha^2 term / |London| = 0.1517 %
R = 50 a0, alpha R = 0.36487
  London term   -4.159377e-10 hartree
  alpha^2 term  3.943212e-12 hartree
  alpha^3 term  -1.154471e-12 hartree
  full retarded -4.128369e-10 hartree
  full minus London 3.100773e-12 hartree
  alpha^2 term / |London| = 0.9480 %
all assertions hold
```
